**Program: occupation matrix and Hamiltonian term of DFT+U in an LAPW basis**

The program tests \(n_{mm'}=\sum_i f_i(a_ma^*_{m'}+N\,b_mb^*_{m'})\) and \(H^U=A^\dagger vA+N B^\dagger vB\), where \(a=Ac\) and \(b=Bc\) are the coefficients of \(u\) and \(\dot u\) in the sphere, \(N=\langle\dot u|\dot u\rangle\), and \(v_{m'm}=\partial E_U/\partial n_{mm'}\). It asserts that the formula for \(n\) agrees with a three-dimensional quadrature of the wave function; the largest difference is \(1.6\times10^{-10}\). A calculation with plane waves alone agrees within 0.8 meV for the five d bands and \(7\times10^{-5}\) for the elements of \(n\). With the energy parameter raised by 4 eV, the largest error of \(n\) is 0.00002 with the \(\dot u\) term and 0.011 without it. The energy derivative at complex trial vectors, taken by finite differences, is \(-10.0835\) eV and agrees with the formula, whereas the transposed \(v\) gives \(-9.4679\) eV. Further assertions cover the interaction energy of an explicit two-electron determinant, the averages that define \(U\) and \(J\), the mean potential, the total-energy expression and the stationarity of the energy at self-consistency.

## Numerical verification

```python
"""DFT+U in the LAPW basis: occupation matrix and Hamiltonian term.

Result under test, for the l = 2 part  sum_m (a_m u + b_m udot) Y_2m  of each
state inside a sphere of radius R, with N = <udot|udot>:
    n[m,m'] = sum_i f_i (a_m a*_m' + N b_m b*_m')
    H_U     = A^+ v A + N B^+ v B,   v[m',m] = dE_U / dn[m,m']
A, B: matching coefficients of the plane waves (a = A c, b = B c).
Model: simple cubic lattice; only l = 2 feels a potential in the sphere, so
only the l = 2 part of each plane wave is augmented. Energies eV, lengths
angstrom.
"""
import numpy as np
from math import factorial
from types import SimpleNamespace
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import lpmv, spherical_jn, spherical_kn

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # hbar^2/2m, eV A^2
LATT, R, V0 = 3.2, 1.4, 90.0
U, J, RATIO = 6.0, 1.0, 0.625
CUT, CUT_LOW, CUT_REF = 8.0, 6.5, 14.0
VOL = LATT**3
MS = range(-2, 3)
rng = np.random.default_rng(7)

# radial Gauss-Legendre grid; weights include r^2
x, wx = np.polynomial.legendre.leggauss(40)
rad = 0.5 * R * (x + 1)
wr = 0.5 * R * wx * rad**2


def well(r):
    return -V0 * (1 - (r / R)**4)


def ylm(l, m, ct, ph):
    k = abs(m)
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l-k) / factorial(l+k))
    y = norm * lpmv(k, l, ct) * np.exp(1j * k * ph)
    return y if m >= 0 else (-1)**k * y.conj()


# ---------- angular grid and Coulomb matrix <m1 m2|w|m3 m4> ----------
ct1, wt1 = np.polynomial.legendre.leggauss(18)
ph1 = 2 * np.pi * np.arange(36) / 36
ct, ph = [g.ravel() for g in np.meshgrid(ct1, ph1, indexing="ij")]
wang = np.repeat(wt1, 36) * 2 * np.pi / 36
Yang = np.array([ylm(2, m, ct, ph) for m in MS])
F2 = 14 * J / (1 + RATIO)
SLATER = {0: U, 2: F2, 4: RATIO * F2}
W = np.zeros((5, 5, 5, 5), complex)
for k, fk in SLATER.items():
    for q in range(-k, k + 1):
        g = (Yang.conj() * (wang * ylm(k, q, ct, ph))) @ Yang.T
        W += fk * 4*np.pi / (2*k + 1) * np.einsum("ac,db->abcd", g, g.conj())


def energy_ee(nu, nd):
    n = nu + nd
    e = np.einsum("abcd,ca,db", W, n, n)
    for ns in (nu, nd):
        e = e - np.einsum("abcd,da,cb", W, ns, ns)
    return 0.5 * e.real


def energy_u(nu, nd):
    tu, td = np.trace(nu).real, np.trace(nd).real
    t = tu + td
    dc = U * t * (t - 1) / 2 - J * (tu * (tu - 1) + td * (td - 1)) / 2
    return energy_ee(nu, nd) - dc


def potential(n_same, n_other):
    n = n_same + n_other
    v = np.einsum("abcd,db->ac", W, n) - np.einsum("abdc,db->ac", W, n_same)
    dc = U * (np.trace(n).real - 0.5) - J * (np.trace(n_same).real - 0.5)
    return v - dc * np.eye(5)


# Slater averages that define U and J
direct = np.einsum("abab->", W).real
exchange = np.einsum("abba->", W).real
assert abs(direct / 25 - U) < 1e-10
assert abs((direct - exchange) / 20 - (U - J)) < 1e-10
# interaction energy against an explicit two-electron determinant
xy = np.linalg.qr(rng.normal(size=(5, 2)) + 1j * rng.normal(size=(5, 2)))[0]
pair = np.outer(xy[:, 0], xy[:, 1])
pair = (pair - pair.T) / np.sqrt(2)
e_pair = np.einsum("ab,abcd,cd", pair.conj(), W, pair).real
assert abs(e_pair - energy_ee(xy @ xy.conj().T, np.zeros((5, 5)))) < 1e-10


# ---------- radial functions ----------
def radial(E):
    """u on the grid, u(R), u'(R), normalized in the sphere."""
    r0 = 5e-4

    def rhs(r, y):
        return [y[1], (6 / r**2 + (well(r) - E) / HB) * y[0]]
    s = solve_ivp(rhs, (r0, R), [1.0, 3 / r0], method="DOP853",
                  t_eval=np.append(rad, R), rtol=1e-11, atol=1e-12)
    p, dp = s.y
    u = p[:-1] / rad
    c = 1 / np.sqrt(np.sum(wr * u**2))
    return c * u, c * p[-1] / R, c * (dp[-1] / R - p[-1] / R**2)


def radial_pair(E, h=0.01):
    u = radial(E)
    hi, lo = radial(E + h), radial(E - h)
    ud = tuple((p - q) / (2 * h) for p, q in zip(hi, lo))
    return u, ud, np.sum(wr * ud[0]**2)


def mismatch(E):
    """Matching to the decaying outer solution, free of poles in E."""
    q = np.sqrt(-E / HB)
    _, val, slope_R = radial(E)
    return (slope_R * spherical_kn(2, q * R)
            - val * q * spherical_kn(2, q * R, derivative=True))


E_D = brentq(mismatch, -60, -0.1, xtol=1e-9)     # level of a single well
u, ud, N = radial_pair(E_D)
assert np.all(u[0] > 0)                          # no node: the lowest level
overlap = np.sum(wr * u[0] * ud[0])
wronskian = HB * R**2 * (ud[1] * u[2] - u[1] * ud[2])
assert abs(overlap) < 1e-4 * np.sqrt(N)
assert abs(wronskian - 1) < 1e-5


# ---------- bases ----------
def plane_waves(k, cut):
    i = np.arange(-9, 10)
    G = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
    K = 2 * np.pi / LATT * (G + k)
    K = K[np.linalg.norm(K, axis=1) < cut]
    kk = np.linalg.norm(K, axis=1)
    phi = np.arctan2(K[:, 1], K[:, 0])
    # l = 2 part of a plane wave: sum_m Q[m,G] j_2(Kr) Y_2m
    Q = np.array([-4 * np.pi / np.sqrt(VOL)
                  * ylm(2, m, K[:, 2] / kk, phi).conj() for m in MS])
    jr = spherical_jn(2, np.outer(rad, kk))
    return K, kk, Q, jr


def lapw(k, E, cut=CUT):
    K, kk, Q, jr = plane_waves(k, cut)
    u, ud, N = radial_pair(E)
    rhs = np.array([spherical_jn(2, kk * R),
                    kk * spherical_jn(2, kk * R, derivative=True)])
    al, be = np.linalg.solve([[u[1], ud[1]], [u[2], ud[2]]], rhs)
    gram = (Q.conj().T @ Q).real
    jj = (jr.T * wr) @ jr
    dd = np.outer(al, al) + N * np.outer(be, be)
    ab = np.outer(al, be)
    kin = HB * kk**2
    S = np.eye(len(kk)) + gram * (dd - jj)
    H = np.diag(kin) + gram * (E * dd + (ab + ab.T) / 2
                               - jj * (kin[:, None] + kin) / 2)
    return SimpleNamespace(K=K, Q=Q, jr=jr, H=H, S=S, A=Q * al, B=Q * be,
                           N=N, u=u[0], ud=ud[0])


def occ_parts(L, C, f=1.0):
    a, b = L.A @ C, L.B @ C
    return (a * f) @ a.conj().T, L.N * (b * f) @ b.conj().T


def h_u(L, v):
    return L.A.conj().T @ v @ L.A + L.N * L.B.conj().T @ v @ L.B


def real_part(M):
    """Inversion and time reversal make the lattice matrices real."""
    assert np.abs(M.imag).max() < 1e-7
    return M.real


def bands(L, v, nb=12):
    return eigh(L.H + real_part(h_u(L, v)), L.S,
                subset_by_index=[0, nb - 1])


KPTS = np.array([[1, 1, 1], [1, 1, -1], [1, -1, 1], [-1, 1, 1]]) / 4
basis = [lapw(k, E_D) for k in KPTS]
L0 = basis[0]
zero = np.zeros((5, 5))

# ---------- gradient of the energy at complex, non-stationary vectors -------
e_free, c_free = bands(L0, zero)
mix = [rng.normal(size=(12, 3)) + 1j * rng.normal(size=(12, 3))
       for _ in range(2)]
C = c_free @ np.linalg.qr(mix[0])[0]
D = c_free @ np.linalg.qr(mix[1])[0]
f = np.array([1.0, 0.7, 0.3])
z = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
n_other = 0.05 * z @ z.conj().T


def trial_energy(C):
    e0 = np.sum(f * np.sum(C.conj() * (L0.H @ C), axis=0).real)
    return e0 + energy_u(sum(occ_parts(L0, C, f)), n_other)


step = 1e-4
grad_fd = (trial_energy(C + step*D) - trial_energy(C - step*D)) / (2*step)
v_trial = potential(sum(occ_parts(L0, C, f)), n_other)


def grad_formula(v):
    return 2 * np.sum(f * D.conj() * ((L0.H + h_u(L0, v)) @ C)).real


grad, grad_wrong = grad_formula(v_trial), grad_formula(v_trial.T)
assert abs(grad - grad_fd) < 1e-5 * max(1, abs(grad_fd))
assert abs(grad_wrong - grad_fd) > 1e-3

# ---------- self-consistent occupation matrix, five spin-up electrons -------
n_up = 0.8 * np.eye(5, dtype=complex)
for iteration in range(1, 61):
    v_up = potential(n_up, zero)
    sol = [bands(L, v_up) for L in basis]
    parts = [occ_parts(L, s[1][:, :5]) for L, s in zip(basis, sol)]
    n_a = sum(p[0] for p in parts) / 4
    n_b = sum(p[1] for p in parts) / 4
    change = np.abs(n_a + n_b - n_up).max()
    if change < 1e-9:
        break
    n_up = n_up + 0.7 * (n_a + n_b - n_up)
assert change < 1e-9
n_up = n_a + n_b
v_dn = potential(zero, n_up)
eg, t2g = n_up[2, 2].real, n_up[3, 3].real
assert abs(n_up[4, 4] - (eg + t2g) / 2) < 1e-6       # cubic symmetry
assert abs(n_up[4, 0] - (eg - t2g) / 2) < 1e-6
nbar = np.trace(n_up).real / 5
v_mean = np.trace(v_up).real / 5
assert abs(v_mean - (U - J) * (0.5 - nbar)) < 1e-8
assert np.abs(v_dn - np.diag(np.diag(v_dn))).max() < 1.0
assert abs(np.trace(v_dn).real / 5 - (U - J) / 2) < 1e-8


def total_energy(Cs):
    e0 = sum(np.sum(c.conj() * (L.H @ c)).real
             for L, c in zip(basis, Cs)) / 4
    n = sum(sum(occ_parts(L, c)) for L, c in zip(basis, Cs)) / 4
    return e0 + energy_u(n, zero)


occupied = [s[1][:, :5] for s in sol]
e_tot = total_energy(occupied)
band_sum = sum(s[0][:5].sum() for s in sol) / 4
tr_vn = np.trace(v_up @ n_up).real
e_hub = energy_u(n_up, zero)
assert abs(e_tot - (band_sum - tr_vn + e_hub)) < 1e-6

# stationarity under mixing of occupied with empty states at one k point
rot = rng.normal(size=(7, 5)) + 1j * rng.normal(size=(7, 5))


def slope(all_vectors):
    occ = [c[:, :5] for c in all_vectors]
    d = all_vectors[0][:, 5:] @ rot
    ep = total_energy([occ[0] + step * d] + occ[1:])
    em = total_energy([occ[0] - step * d] + occ[1:])
    return (ep - em) / (2 * step)


slope_scf = slope([s[1] for s in sol])
slope_free = slope([bands(L, zero)[1] for L in basis])
assert abs(slope_scf) < 1e-5
assert abs(slope_free) > 1e-3

# ---------- definition of n by quadrature of the wave function in space -----
C0 = occupied[0]
n_k = sum(parts[0])
st = np.sqrt(1 - ct**2)
unit = np.array([st * np.cos(ph), st * np.sin(ph), ct])
n_quad = np.zeros((5, 5), complex)
for i, r in enumerate(rad):
    psi = np.exp(1j * r * (L0.K @ unit)).T @ C0 / np.sqrt(VOL)
    change_d = (L0.A @ C0 * L0.u[i] + L0.B @ C0 * L0.ud[i]
                - (L0.Q * L0.jr[i]) @ C0)
    psi = psi + Yang.T @ change_d
    proj = (Yang.conj() * wang) @ psi
    n_quad += wr[i] * proj @ proj.conj().T
err_quad = np.abs(n_quad - n_k).max()
assert err_quad < 1e-6

# ---------- reference: plane waves only, no u and no udot ----------
K, kk, Q, jr = plane_waves(KPTS[0], CUT_REF)
H = (np.diag(HB * kk**2)
     + real_part(Q.conj().T @ Q) * ((jr.T * (wr * well(rad))) @ jr)
     + real_part(Q.conj().T @ v_up @ Q) * ((jr.T * wr) @ jr))
e_ref, c_ref = eigh(H, subset_by_index=[0, 4])
n_ref = np.zeros((5, 5), complex)
for i in range(len(rad)):
    proj = (Q * jr[i]) @ c_ref
    n_ref += wr[i] * proj @ proj.conj().T
err_e = np.abs(e_ref - sol[0][0][:5]).max()
err_n = np.abs(n_ref - n_k).max()
e_low = bands(lapw(KPTS[0], E_D, CUT_LOW), v_up)[0][:5]
err_low = np.abs(e_ref - e_low).max()
assert err_e < 0.02
assert err_e < err_low                # the error is one of the LAPW cutoff
assert err_n < 3e-3

# displaced energy parameter: the udot part must make up for the loss in u
SHIFT = 4.0
Ls = lapw(KPTS[0], E_D + SHIFT)
pa, pb = occ_parts(Ls, bands(Ls, v_up)[1][:, :5])
err_full = np.abs(pa + pb - n_ref).max()
err_a = np.abs(pa - n_ref).max()
assert err_full < 0.3 * err_a


def tr(m):
    return np.trace(m).real


def row(e):
    return " ".join(f"{t:.3f}" for t in e)


e_dn = bands(L0, v_dn)[0]
print(f"hbar^2/2m = {HB:.5f} eV A^2")
print(f"lattice constant {LATT} A, sphere radius {R} A, V0 {V0} eV")
print(f"U {U} eV, J {J} eV, F4/F2 {RATIO}")
print(f"F2 = {F2:.4f} eV, F4 = {RATIO * F2:.4f} eV")
print(f"LAPW cutoff {CUT} 1/A, functions at first k: {len(L0.K)}")
print(f"reference cutoff {CUT_REF} 1/A, plane waves: {len(kk)}")
print(f"energy parameter (single-well d level) = {E_D:.4f} eV")
print(f"N = <udot|udot> = {N:.6f} eV^-2")
print(f"<u|udot> = {overlap:.1e} eV^-1, Wronskian = {wronskian:.7f}")
print(f"two-electron determinant energy = {e_pair:.5f} eV")
print(f"trial gradient, finite difference = {grad_fd:.6f} eV")
print(f"trial gradient, formula           = {grad:.6f} eV")
print(f"trial gradient, v transposed      = {grad_wrong:.6f} eV")
print(f"self-consistency iterations = {iteration}")
print(f"trace n_up = {tr(n_up):.5f}, mean per orbital = {nbar:.5f}")
print(f"  from u: {tr(n_a):.5f}, from udot: {tr(n_b):.5f}")
print(f"occupation e_g = {eg:.5f}, t_2g = {t2g:.5f}")
print(f"n_up[2,2] = {n_up[4, 4].real:.5f}, "
      f"n_up[2,-2] = {n_up[4, 0].real:.5f}")
print(f"v_up e_g = {v_up[2, 2].real:.4f} eV, "
      f"t_2g = {v_up[3, 3].real:.4f} eV, mean = {v_mean:.4f} eV")
print(f"v_down e_g = {v_dn[2, 2].real:.4f} eV, "
      f"t_2g = {v_dn[3, 3].real:.4f} eV, mean = {tr(v_dn) / 5:.4f} eV")
print("lowest six bands at k = (1/4,1/4,1/4) 2pi/a, in eV:")
print("  without U:", row(e_free[:6]))
print("  spin up:  ", row(sol[0][0][:6]))
print("  spin down:", row(e_dn[:6]))
print(f"lowest down minus highest filled up = "
      f"{e_dn[0] - sol[0][0][4]:.4f} eV")
print(f"band sum = {band_sum:.5f} eV, Tr(v n) = {tr_vn:.5f} eV")
print(f"E_U = {e_hub:.5f} eV, total energy = {e_tot:.5f} eV per cell")
print(f"energy slope, self-consistent states = {slope_scf:.1e} eV")
print(f"energy slope, states without U = {slope_free:.4f} eV")
print(f"largest error of n against 3D quadrature = {err_quad:.1e}")
print("against pure plane waves at the first k point:")
print(f"  largest band error = {err_e:.5f} eV, of n = {err_n:.6f}")
print(f"  band error at LAPW cutoff {CUT_LOW} 1/A = {err_low:.5f} eV")
print(f"  trace n: reference {tr(n_ref):.5f}, LAPW {tr(n_k):.5f}")
print(f"energy parameter raised by {SHIFT} eV, same k point:")
print(f"  trace from u {tr(pa):.5f}, from udot {tr(pb):.5f}, "
      f"sum {tr(pa + pb):.5f}")
print(f"  largest error of n: full {err_full:.5f}, u only {err_a:.5f}")
print("all good")
```

Printed output:

```
hbar^2/2m = 3.80998 eV A^2
lattice constant 3.2 A, sphere radius 1.4 A, V0 90.0 eV
U 6.0 eV, J 1.0 eV, F4/F2 0.625
F2 = 8.6154 eV, F4 = 5.3846 eV
LAPW cutoff 8.0 1/A, functions at first k: 284
reference cutoff 14.0 1/A, plane waves: 1520
energy parameter (single-well d level) = -15.9590 eV
N = <udot|udot> = 0.000677 eV^-2
<u|udot> = -7.5e-10 eV^-1, Wronskian = 1.0000000
two-electron determinant energy = 4.93835 eV
trial gradient, finite difference = -10.083488 eV
trial gradient, formula           = -10.083488 eV
trial gradient, v transposed      = -9.467880 eV
self-consistency iterations = 17
trace n_up = 4.65629, mean per orbital = 0.93126
  from u: 4.65625, from udot: 0.00004
occupation e_g = 0.93132, t_2g = 0.93122
n_up[2,2] = 0.93127, n_up[2,-2] = 0.00005
v_up e_g = -2.1567 eV, t_2g = -2.1560 eV, mean = -2.1563 eV
v_down e_g = 2.5001 eV, t_2g = 2.5000 eV, mean = 2.5000 eV
lowest six bands at k = (1/4,1/4,1/4) 2pi/a, in eV:
  without U: -15.985 -15.985 -15.976 -15.920 -15.920 2.964
  spin up:   -17.983 -17.983 -17.974 -17.930 -17.930 2.948
  spin down: -13.685 -13.685 -13.676 -13.603 -13.603 2.986
lowest down minus highest filled up = 4.2449 eV
band sum = -89.80027 eV, Tr(v n) = -10.04030 eV
E_U = 0.80021 eV, total energy = -78.95976 eV per cell
energy slope, self-consistent states = -2.6e-09 eV
energy slope, states without U = -0.5122 eV
largest error of n against 3D quadrature = 1.6e-10
against pure plane waves at the first k point:
  largest band error = 0.00077 eV, of n = 0.000067
  band error at LAPW cutoff 6.5 1/A = 0.04500 eV
  trace n: reference 4.65661, LAPW 4.65629
energy parameter raised by 4.0 eV, same k point:
  trace from u 4.60230, from udot 0.05439, sum 4.65670
  largest error of n: full 0.00002, u only 0.01087
all good
```
